# Electronic Stopping of Slow Ions in a Degenerate Metal: a numerical check

```python
# RESULT UNDER TEST: a slow ion in a degenerate electron gas is stopped by
#   S = Q v,   Q = n kF sigma_tr(kF)      (Hartree atomic units)
# S: energy loss per path, v: ion speed, n: electron density, kF: Fermi
# wavenumber, sigma_tr: integral of (1 - cos theta) over the differential
# cross-section of the static screened ion.  Z: ion charge.
# Example: proton in aluminium treated as a free-electron gas.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

pi = np.pi
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
TIME_FS = sc.physical_constants["atomic unit of time"][0] * 1e15
M_ION = sc.m_p / sc.m_e
M_AL = 26.98 * sc.atomic_mass / sc.m_e
FORCE = HARTREE_EV / BOHR_NM           # eV/nm per atomic unit of force

# ---- inputs of the example (rough typical values) ----
lattice_nm, energy_ev, temp_k, path_nm = 0.405, 500.0, 400.0, 5.0
core_binding_ev = 70.0                 # rough binding of the Al 2p shell
n_atom = 4 / (lattice_nm / BOHR_NM) ** 3
n = 3 * n_atom
kF = (3 * pi**2 * n) ** (1 / 3)
EF = kF**2 / 2
rs = (3 / (4 * pi * n)) ** (1 / 3)


def speed(e_ev):
    return np.sqrt(2 * e_ev / HARTREE_EV / M_ION)


v0 = speed(energy_ev)


def gauss(a, b, m):
    x, w = np.polynomial.legendre.leggauss(m)
    return (a + b) / 2 + (b - a) / 2 * x, (b - a) / 2 * w


def phase_shifts(k, charge, alpha, shape=0.0, lmax=12):
    """Phases in V = -(charge/r) exp(-alpha r) (1 + shape alpha r).
    Numerov on a logarithmic grid with u = sqrt(r) y."""
    k = np.atleast_1d(k).astype(float)[:, None]
    l = np.arange(lmax + 1)[None, :]
    h = 0.005
    r = np.exp(np.arange(np.log(1e-3), np.log(18.0), h))
    pot = -charge / r * np.exp(-alpha * r) * (1 + shape * alpha * r)

    def g(i):
        return (l + 0.5) ** 2 + r[i] ** 2 * (2 * pot[i] - k**2)

    def start(i):
        return r[i] ** (l + 0.5) * (1 - charge * r[i] / (l + 1)) + 0 * k

    ia, ib = len(r) - 18, len(r) - 1
    y = start(1)
    w_old = start(0) * (1 - h * h * g(0) / 12)
    gi = g(1)
    w = y * (1 - h * h * gi / 12)
    saved = {}
    for i in range(2, len(r)):
        w, w_old = 2 * w - w_old + h * h * gi * y, w
        gi = g(i)
        y = w / (1 - h * h * gi / 12)
        if i == ia or i == ib:
            saved[i] = y / np.sqrt(r[i])
    ratio = saved[ia] / saved[ib]
    ja, jb = spherical_jn(l, k * r[ia]), spherical_jn(l, k * r[ib])
    ya, yb = spherical_yn(l, k * r[ia]), spherical_yn(l, k * r[ib])
    delta = np.arctan((ja - ratio * jb) / (ya - ratio * yb))
    delta[:, 0] %= pi                  # branch checked below for l = 0
    return delta


def transport(k, delta):
    l = np.arange(delta.shape[1] - 1)
    s = np.sin(delta[:, :-1] - delta[:, 1:]) ** 2
    return 4 * pi / np.atleast_1d(k) ** 2 * (s @ (l + 1))


def friedel(alpha, shape):
    d = phase_shifts(kF, 1.0, alpha, shape)[0]
    return 2 / pi * np.sum((2 * np.arange(len(d)) + 1) * d)


alpha = brentq(lambda a: friedel(a, 0.0) - 1, 0.6, 2.5, xtol=1e-9)
beta = brentq(lambda a: friedel(a, 0.5) - 1, 0.9, 4.0, xtol=1e-9)
delta = phase_shifts(kF, 1.0, alpha)
sigma = transport(kF, delta)[0]
sigma_alt = transport(kF, phase_shifts(kF, 1.0, beta, 0.5))[0]
Q = n * kF * sigma

# ---- phase shifts: variable-phase equation gives the absolute s phase ----
vp = solve_ivp(lambda r, d: 2 * np.exp(-alpha * r) / (r * kF)
               * np.sin(kF * r + d) ** 2, (1e-6, 18.0), [0.0],
               rtol=1e-9, atol=1e-11)
delta0_vp = vp.y[0, -1]
assert abs(delta0_vp - delta[0, 0]) < 1e-4

# ---- partial-wave sum against angular quadrature of |f|^2 ----
mu, wm = gauss(-1, 1, 80)
amp = sum((2 * l + 1) * np.exp(1j * d) * np.sin(d) * eval_legendre(l, mu)
          for l, d in enumerate(delta[0])) / kF
sigma_angle = 2 * pi * np.sum(wm * (1 - mu) * abs(amp) ** 2)
assert abs(sigma_angle / sigma - 1) < 1e-6


def born_transport(k, a=alpha):        # Yukawa potential, unit charge
    y = 4 * k**2 / a**2
    return 2 * pi / k**4 * (np.log1p(y) - y / (1 + y))


# ---- weak charge: odd orders cancel between +Z and -Z ----
zw = 0.01
weak = sum(transport(kF, phase_shifts(kF, s * zw, alpha))[0]
           for s in (1, -1)) / (2 * zw**2)
assert abs(weak / born_transport(kF) - 1) < 2e-3


def shell_stopping(v, sig):
    """Finite-speed force from the shell kF - v < k < kF + v."""
    k, w = gauss(kF - v, kF + v, 80)
    m0 = (kF**2 - k**2 - v**2) / (2 * k * v)
    return np.sum(w * k**4 * sig(k) * (1 - m0**2)) / (4 * pi**2)


# ---- shell integral against the whole Fermi sphere in the lab frame ----
vt = 0.15
u, wu = gauss(0, kF, 240)
m, wmu = gauss(-1, 1, 240)
U, C = np.meshgrid(u, m, indexing="ij")
W = np.outer(wu, wmu) * U**2 * 2 * 2 * pi / (2 * pi) ** 3
rel = np.sqrt(U**2 + vt**2 - 2 * U * vt * C)
S_lab = np.sum(W * rel * (vt - U * C) * born_transport(rel))
S_shell = shell_stopping(vt, born_transport)
assert abs(S_lab / S_shell - 1) < 1e-4
S_const = np.sum(W * rel * (vt - U * C))
x = vt / kF
poly = 1 + 0.4 * x**2 - x**4 / 35
assert abs(S_const / (n * kF * vt * poly) - 1) < 1e-5

# ---- Pauli-blocked count of energy transfers, whole Fermi sphere ----
rng = np.random.default_rng(7)
N = 1_500_000
um = kF * rng.random(N) ** (1 / 3)
cm = 2 * rng.random(N) - 1
kx, kz = um * np.sqrt(1 - cm**2), um * cm - vt
kk = np.hypot(kx, kz)
c2, ph = 2 * rng.random(N) - 1, 2 * pi * rng.random(N)
s2 = np.sqrt(1 - c2**2)
px, py, pz = kk * s2 * np.cos(ph), kk * s2 * np.sin(ph), kk * c2
q2 = (px - kx) ** 2 + py**2 + (pz - kz) ** 2
final = np.sqrt(px**2 + py**2 + (pz + vt) ** 2)
allowed = final > kF
sample = (n * 4 * pi * kk * 4 / (q2 + alpha**2) ** 2
          * (final**2 - um**2) / 2 * allowed)
S_mc, err_mc = sample.mean() / vt, sample.std() / np.sqrt(N) / vt
u_min = um[allowed].min()
assert err_mc < 0.005 * S_mc and abs(S_mc - S_shell) < 5 * err_mc
assert u_min > kF - 2 * vt


# ---- isotropic electrons exert no net force on a lopsided scatterer ----
def net_push(a1, a2, d=1.5):
    k, z = kF, np.array([0.0, d])
    inv = np.diag([-1 / a1 - 1j * k, -1 / a2 - 1j * k])
    hop = np.exp(1j * k * d) / d * np.array([[0, 1], [1, 0]])
    T = np.linalg.inv(inv - hop)
    wave = np.exp(1j * k * np.outer(mu, z))
    P = abs(wave.conj() @ T @ wave.T) ** 2 * np.outer(wm, wm)
    diff = mu[None, :] - mu[:, None]
    return np.sum(P * diff) / np.sum(P * abs(diff))


push_unitary = net_push(1.0, 0.4)
push_absorbing = net_push(1.0, 0.4 - 0.3j)
assert abs(push_unitary) < 1e-10 and abs(push_absorbing) > 1e-3


# ---- dielectric stopping with the full Lindhard function ----
def lindhard(z, u):                    # z = q/(2 kF), u = omega/(q kF)
    def part(t):
        return (1 - t**2) * np.log(abs((t + 1) / (t - 1))) / (8 * z)
    f1 = 0.5 + part(z - u) + part(z + u)
    f2 = np.where(z + u < 1, pi * u / 2,
                  np.where(abs(z - u) < 1,
                           pi * (1 - (z - u) ** 2) / (8 * z), 0))
    return 1 + (f1 + 1j * f2) / (pi * kF * z**2)


def dielectric_stopping(v):
    total = 0.0
    for uu, w in zip(*gauss(0, v / kF, 40)):
        for lo, hi in ((0, 1 - uu), (1 - uu, 1 + uu)):
            z, wz = gauss(lo, hi, 160)
            loss = (-1 / lindhard(z, uu)).imag
            total += w * uu * np.sum(wz * 4 * kF**2 * z * loss)
    return 2 * kF**2 / (pi * v**2) * total


ma, wa = gauss(-1, 1, 400)
qa = kF * np.sqrt(2 * (1 - ma))
Vq = 4 * pi / (qa**2 * lindhard(qa / (2 * kF), 0.0).real)
sigma_lin = 2 * pi * np.sum(wa * (1 - ma) * (Vq / (2 * pi)) ** 2)
Q_lin = n * kF * sigma_lin
qq, wq = gauss(0, 2 * kF, 400)
Q_lin_q = 4 / (3 * pi) * np.sum(
    wq / (qq * lindhard(qq / (2 * kF), 0.0).real ** 2))
Q_diel = dielectric_stopping(0.02) / 0.02
assert abs(Q_lin_q / Q_lin - 1) < 1e-3
assert abs(Q_diel / Q_lin - 1) < 3e-3
dyn_ratio = dielectric_stopping(v0) / (Q_lin * v0)

# ---- finite speed and temperature with the nonlinear cross-section ----
kg = np.linspace(kF - 0.25, kF + 0.25, 31)
sig_k = CubicSpline(kg, transport(kg, phase_shifts(kg, 1.0, alpha)))
slow_ratio = shell_stopping(0.02, sig_k) / (0.02 * Q)
assert abs(slow_ratio - 1) < 2e-3
kT = sc.k * temp_k / sc.e / HARTREE_EV
mu_T = EF * (1 - pi**2 / 12 * (kT / EF) ** 2)
xt, wt = gauss(-25, 25, 120)
kt = np.sqrt(2 * (mu_T + kT * xt))
Q_T = np.sum(wt * kt**4 * sig_k(kt) / (4 * np.cosh(xt / 2) ** 2)) / (3 * pi**2)
thermal = Q_T / (kF**4 * float(sig_k(kF)) / (3 * pi**2)) - 1
assert abs(thermal) < 1e-3

# ---- slowing down by the electronic force alone ----
range_nm = M_ION * v0 / Q * BOHR_NM
E_left = energy_ev * (1 - path_nm / range_nm) ** 2
ode = solve_ivp(lambda s, e: -Q * FORCE * speed(e), (0, path_nm),
                [energy_ev], rtol=1e-9, atol=1e-9)
assert abs(ode.y[0, -1] / E_left - 1) < 1e-6

# ---- nuclear stopping and deflection: universal ZBL fit ----
a_u = 0.8854 / (1 + 13**0.23)
mass_part = M_ION / (M_ION + M_AL)
eps = a_u * (1 - mass_part) * energy_ev / HARTREE_EV / 13
s_n = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))
S_nuc = n_atom * 4 * pi * a_u * 13 * mass_part * s_n * FORCE
gamma = 4 * mass_part * (1 - mass_part)
deflect_nm = gamma * energy_ev / (2 * S_nuc)
v_core = np.sqrt(2 * core_binding_ev / HARTREE_EV)

print(f"lattice parameter (rough input)      {lattice_nm:.3f} nm")
print(f"conduction electron density          {n/(BOHR_NM*1e-7)**3:.3e} cm^-3")
print(f"density parameter rs                 {rs:.3f} bohr")
print(f"Fermi wavenumber = Fermi speed       {kF:.4f} a.u.")
print(f"Fermi energy                         {EF*HARTREE_EV:.2f} eV")
print(f"proton energy (input)                {energy_ev:.0f} eV")
print(f"proton speed                         {v0:.4f} a.u.")
print(f"proton speed / Fermi speed           {v0/kF:.4f}")
print(f"Yukawa screening constant (Friedel)  {alpha:.4f} bohr^-1")
print(f"Thomas-Fermi screening constant      {np.sqrt(4*kF/pi):.4f} bohr^-1")
for l in range(4):
    print(f"phase shift l={l} at kF                {delta[0, l]:.5f} rad")
print(f"l=0 phase, variable-phase equation   {delta0_vp:.5f} rad")
print(f"sigma_tr from phase shifts           {sigma:.4f} bohr^2")
print(f"sigma_tr from angular quadrature     {sigma_angle:.4f} bohr^2")
print(f"friction coefficient Q               {Q:.4f} a.u.")
for e in (100.0, 500.0, 1000.0):
    ve = speed(e)
    print(f"S=Qv at {e:4.0f} eV                      {Q*ve*FORCE:.2f} eV/nm")
    print(f"  finite-speed / linear, fixed V     {shell_stopping(ve,sig_k)/(Q*ve):.4f}")
print(f"S at 500 eV in atomic units          {Q*v0:.5f} hartree/bohr")
print(f"velocity damping time M/Q            {M_ION/Q*TIME_FS:.1f} fs")
print(f"electronic-only path length R        {range_nm:.1f} nm")
print(f"path considered (input)              {path_nm:.1f} nm")
print(f"energy left after this path          {E_left:.1f} eV")
print(f"test speed for Born-Yukawa checks    {vt:.2f} a.u.")
print(f"test S, shell integral               {S_shell:.6f} a.u.")
print(f"test S, full lab-frame sphere        {S_lab:.6f} a.u.")
print(f"test S, Pauli-blocked Monte Carlo    {S_mc:.6f} a.u.")
print(f"  its standard error                 {err_mc:.6f} a.u.")
print(f"slowest active electron in the count {u_min:.4f} a.u.")
print(f"bound kF - 2v for that electron      {kF-2*vt:.4f} a.u.")
print(f"net push, unitary pair (relative)    {push_unitary:.1e}")
print(f"net push, absorbing pair (relative)  {push_absorbing:.1e}")
print(f"Q, Born with static Lindhard screen  {Q_lin:.4f} a.u.")
print(f"Q, dielectric stopping at v=0.02     {Q_diel:.4f} a.u.")
print(f"dynamic/linear dielectric, 500 eV    {dyn_ratio:.4f}")
print(f"Q, other potential shape (Friedel)   {n*kF*sigma_alt:.4f} a.u.")
print(f"temperature (input)                  {temp_k:.0f} K")
print(f"relative thermal change of Q         {thermal:.1e}")
print(f"recoil parameter kF/(M v)            {kF/(M_ION*v0):.4f}")
print(f"nuclear stopping, ZBL, 500 eV        {S_nuc:.2f} eV/nm")
print(f"nuclear deflection length, 500 eV    {deflect_nm:.1f} nm")
print(f"max transfer to Fermi electron       {2*v0*(kF+v0)*HARTREE_EV:.2f} eV")
print(f"max transfer estimate, 2p electron   {2*v0*(v_core+v0)*HARTREE_EV:.1f} eV")
print(f"2p binding energy (rough input)      {core_binding_ev:.0f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
lattice parameter (rough input)      0.405 nm
conduction electron density          1.806e+23 cm^-3
density parameter rs                 2.074 bohr
Fermi wavenumber = Fermi speed       0.9254 a.u.
Fermi energy                         11.65 eV
proton energy (input)                500 eV
proton speed                         0.1415 a.u.
proton speed / Fermi speed           0.1529
Yukawa screening constant (Friedel)  1.2404 bohr^-1
Thomas-Fermi screening constant      1.0855 bohr^-1
phase shift l=0 at kF                0.94000 rad
phase shift l=1 at kF                0.13886 rad
phase shift l=2 at kF                0.02877 rad
phase shift l=3 at kF                0.00683 rad
l=0 phase, variable-phase equation   0.94000 rad
sigma_tr from phase shifts           7.9444 bohr^2
sigma_tr from angular quadrature     7.9444 bohr^2
friction coefficient Q               0.1968 a.u.
S=Qv at  100 eV                      6.40 eV/nm
  finite-speed / linear, fixed V     0.9986
S=Qv at  500 eV                      14.32 eV/nm
  finite-speed / linear, fixed V     0.9931
S=Qv at 1000 eV                      20.25 eV/nm
  finite-speed / linear, fixed V     0.9863
S at 500 eV in atomic units          0.02784 hartree/bohr
velocity damping time M/Q            225.7 fs
electronic-only path length R        69.8 nm
path considered (input)              5.0 nm
energy left after this path          431.0 eV
test speed for Born-Yukawa checks    0.15 a.u.
test S, shell integral               0.015182 a.u.
test S, full lab-frame sphere        0.015182 a.u.
test S, Pauli-blocked Monte Carlo    0.015169 a.u.
  its standard error                 0.000031 a.u.
slowest active electron in the count 0.6302 a.u.
bound kF - 2v for that electron      0.6254 a.u.
net push, unitary pair (relative)    -8.0e-17
net push, absorbing pair (relative)  2.9e-01
Q, Born with static Lindhard screen  0.1540 a.u.
Q, dielectric stopping at v=0.02     0.1540 a.u.
dynamic/linear dielectric, 500 eV    1.0088
Q, other potential shape (Friedel)   0.2316 a.u.
temperature (input)                  400 K
relative thermal change of Q         -1.1e-05
recoil parameter kF/(M v)            0.0036
nuclear stopping, ZBL, 500 eV        2.98 eV/nm
nuclear deflection length, 500 eV    11.6 nm
max transfer to Fermi electron       8.21 eV
max transfer estimate, 2p electron   18.6 eV
2p binding energy (rough input)      70 eV
ALL CHECKS PASSED
```
